\section*{Contact capacitance from the energy at fixed electric displacement, part 2}

The problem is to obtain the bias and capacitance of a contact from its energy at prescribed charge. Terminals L and R carry free charges $\pm\sigma$ per area. A terminal's free charge is its background charge minus its electronic charge; this count requires that the states of L and R do not mix appreciably. Fixing $\sigma$ fixes the electric displacement $D$, so an atomistic supercell can be calculated at given $D$.

At zero temperature the relaxed energy per area $u(\sigma)$ has slope $V$, the bias of L relative to R, and curvature $1/C$, where $C$ is the differential capacitance per area. At temperature $T$, let $U$ and $S$ be internal energy and entropy per area, and $F=U-TS$. Then $dF=-S\,dT+V\,d\sigma$, and the isothermal capacitance $C_T$ obeys
\begin{equation}
\left(\frac{\partial^2F}{\partial\sigma^2}\right)_T=\frac1{C_T},\qquad
\left(\frac{\partial^2U}{\partial\sigma^2}\right)_T=\frac1{C_T}
+T\left(\frac{\partial^2S}{\partial\sigma^2}\right)_T .
\label{thermo}
\end{equation}
SI relations are used, with $D=\sigma$ between the terminals, pointing from L to R for positive $\sigma$. The elementary charge $e$ is positive and $k$ is Boltzmann's constant.

The earlier zero-temperature test, listed again in the final output, used Hartree atomic units. Two jellium slabs $11.8$ bohr wide, with $r_s=3.0$ (left) and $4.0$ bohr (right), enclosed a polar layer of thickness $d=8.0$ bohr. At polarisation $p$ the layer's energy per volume, without the macroscopic field, was $w=\tfrac12ap^2+\tfrac14\beta p^4$, with $a=4.1888$ and $\beta=4.0\times10^6$. In the output, "clamped ions" means fixed $p$, and the "fixed-bias potential" is $\omega(V)=\min_\sigma[u(\sigma)-\sigma V]$, with $\omega''=-C$. Hard walls left an empty margin of $4.1$ bohr between each slab and the layer. The terminals, including these margins, gave 74% of $1/C$.

Q: Is the entropy term more than a formality?

A: A semiconductor contact shows its size. Put a metal at $x<0$ and an $n$-type semiconductor at $x>0$, with uniform donor density $N$, all donors ionised, and permittivity $\varepsilon$ independent of temperature. Let the metal carry charge $-s$ per area, so $s=-\sigma$ if the metal is L. The semiconductor, including its donors, is the other terminal and carries $+s$.

Let $n(x)$ now be the density of conduction electrons, treated as a classical gas, and leave out holes. Measured from the neutral bulk at its own Fermi level, the free energy per area is
\begin{equation}
F=\int_0^\infty\left[\frac{D^2}{2\varepsilon}
+kT\left(n\ln\frac nN-n+N\right)\right]dx .
\label{F}
\end{equation}
The second term vanishes, together with its first derivative, at $n=N$. Gauss's law and the neutral bulk require
\begin{equation}
\frac{dD}{dx}=e(N-n),\qquad D(0)=-s,\qquad D(\infty)=0 .
\end{equation}
Let $\psi(x)$ be the upward band bending divided by $e$, with $\psi(\infty)=0$. It is minus the electrostatic potential relative to the bulk, so $D=\varepsilon\,d\psi/dx$.

Q: You assume that the derivative of \eqref{F} is the bending at the surface. The electron density rearranges when $s$ changes.

A: Let the density change by $\delta n$. Since $D(x)=-e\int_x^\infty(N-n)\,dx'$, we have $\delta D(x)=e\int_x^\infty\delta n\,dx'$. Exchanging the order of integration in the field term gives
\begin{align}
\int_0^\infty\frac{D\,\delta D}{\varepsilon}\,dx
&=e\int_0^\infty\delta n(x')\int_0^{x'}\frac{d\psi}{dx}\,dx\,dx'\notag\\
&=e\int_0^\infty[\psi(x')-\psi_0]\,\delta n(x')\,dx',
\end{align}
where $\psi_0=\psi(0)$. The gas term contributes $kT\ln(n/N)\,\delta n$, so
\begin{equation}
\delta F=\int_0^\infty\left[e\psi-e\psi_0+kT\ln\frac nN\right]\delta n\,dx .
\label{dF}
\end{equation}
At fixed $s$ the total $\int\delta n\,dx$ is zero. At the minimum the bracket must therefore be constant. In the bulk $\psi=0$ and $n=N$, which fixes $e\psi+kT\ln(n/N)=0$ and hence
\begin{equation}
n=N e^{-e\psi/kT}.
\end{equation}
Now change $s$. Equation \eqref{dF} becomes $\delta F=-e\psi_0\int\delta n\,dx$. Since $s=e\int(N-n)\,dx$, this is $\psi_0\,ds$. Thus $dF/ds=\psi_0$, with the rearrangement included.

Q: But $\psi_0$ is not the applied bias. An unbiased Schottky contact is already bent.

A: The alignment of the two Fermi levels supplies a linear term. Let $e\phi_B$ be the barrier from the metal Fermi level to the conduction-band edge at the interface, taken as independent of $s$. Let $\zeta$ be the height of the bulk band edge above the semiconductor Fermi level. The interface band edge can be reached from either side:
\begin{equation}
E_{F,m}+e\phi_B=E_{F,s}+\zeta+e\psi_0 .
\end{equation}
Under reverse bias $V_R$ the semiconductor is positive relative to the metal and $E_{F,m}-E_{F,s}=eV_R$. Therefore
\begin{equation}
V_R=\psi_0-\psi_{\rm bi},\qquad \psi_{\rm bi}=\phi_B-\frac\zeta e .
\end{equation}
The free energy of the complete contact is $g(s)=F(s)-\psi_{\rm bi}s$, apart from a constant. It has $g'=V_R$ and $g''=1/C$. In the earlier convention both $\sigma$ and $V$ have changed sign, so the curvature is the same. The linear term selects the operating point and adds no curvature.

Q: What capacitance follows?

A: Write $y=e\psi/kT$. Gauss's law becomes
\begin{equation}
\varepsilon\frac{d^2\psi}{dx^2}=eN(1-e^{-y}).
\end{equation}
Multiply by $d\psi/dx$ and integrate from the bulk, where both $\psi$ and its slope vanish:
\begin{equation}
\frac\varepsilon2\left(\frac{d\psi}{dx}\right)^2
=eN\left[\psi+\frac{kT}{e}(e^{-y}-1)\right]
=NkT(e^{-y}+y-1).
\end{equation}
At the surface $s=\varepsilon|d\psi/dx|$. With $y_0=e\psi_0/kT$,
\begin{equation}
s^2=2\varepsilon NkT(e^{-y_0}+y_0-1).
\label{charge}
\end{equation}
Differentiation gives $2s\,ds=2\varepsilon eN(1-e^{-y_0})\,d\psi_0$, and so
\begin{equation}
\frac1C=\frac{d\psi_0}{ds}=\frac{s}{\varepsilon eN(1-e^{-y_0})}.
\label{Csemi}
\end{equation}
In deep depletion $e^{-y_0}\ll1$. With the depletion width defined by $W=s/(eN)$,
\begin{equation}
\frac1C=\frac W\varepsilon,\qquad
\frac1{C^2}=\frac{2(\psi_0-kT/e)}{\varepsilon eN}.
\label{MS}
\end{equation}
The thermal correction comes from the gradual edge of the depleted region. Near flat band $e^{-y_0}+y_0-1\simeq y_0^2/2$, which gives
\begin{equation}
\frac1C=\frac{L_D}{\varepsilon},\qquad
L_D=\sqrt{\frac{\varepsilon kT}{e^2N}} .
\end{equation}

Q: You still owe me the entropy term.

A: The kinetic energy of the classical electrons is $3kT/2$ each. Their number changes linearly with $s$, so this energy has no curvature. What remains is the field energy $U_f$. Let $t=-D$, which falls from $s$ at the surface to zero in the bulk. Then $dt/dx=-\rho$, where $\rho=eN(1-e^{-y})$. Equation \eqref{charge} holds at every depth with $t$ in place of $s$, so $\rho$ is a function of $t$ alone. Changing variable from $x$ to $t$,
\begin{align}
U_f&=\int_0^s\frac{t^2}{2\varepsilon\rho(t)}\,dt,\qquad
\frac{dU_f}{ds}=\frac{s^2}{2\varepsilon\rho(s)},\notag\\
\frac{d^2U_f}{ds^2}&=\frac{s}{\varepsilon\rho}
-\frac{s^2}{2\varepsilon\rho^2}\frac{d\rho}{ds}.
\end{align}
The first term is $1/C$ by \eqref{Csemi}. By \eqref{thermo}, the second is $T\,\partial^2S/\partial s^2$.

Near flat band $\rho\propto s$, so $d\rho/ds=\rho/s$ and the second term removes half of the first. Deriving the capacitance from the energy alone would then give twice the correct $C$. Numerical differentiation gives a ratio of $0.5000$ between the two curvatures. In deep depletion $d\rho/ds$ contains $e^{-y_0}$, and the difference becomes exponentially small. This relies on the temperature-independent permittivity assumed here. If $\varepsilon$ varies with temperature, the polarised crystal also carries entropy, and in deep depletion the two curvatures differ by the fraction $T\,d\ln\varepsilon/dT$. A drift of $10^{-4}$ per kelvin would make this 3\% at 300 K.

Q: Put numbers into it, for a contact that someone might make.

A: Take a silicide on $n$-type silicon at 300 K, with rough typical inputs: barrier $0.65$ eV, $N=1.0\times10^{17}\ {\rm cm^{-3}}$, relative permittivity $11.7$ and effective band density $N_c=2.8\times10^{19}\ {\rm cm^{-3}}$. With $kT/e=0.02585$ V,
\begin{align}
\zeta/e&=(0.02585\ {\rm V})\ln280=0.1457\ {\rm V},\notag\\
\psi_{\rm bi}&=0.65-0.1457=0.5043\ {\rm V}.
\end{align}
At zero bias $y_0=0.5043/0.02585=19.51$, which is deep depletion. The Debye length is $L_D=12.93$ nm. Combining $W=s/(eN)$ with \eqref{charge},
\begin{equation}
W=L_D\sqrt{2(y_0-1)}=12.93\sqrt{37.02}=78.7\ {\rm nm}.
\end{equation}
The flat-band capacitance $\varepsilon/L_D$ is $0.8013\ \mu{\rm F/cm^2}$. Therefore
\begin{equation}
C=\frac{\varepsilon}{L_D}\frac{L_D}{W}
=0.8013\times\frac{12.93}{78.66}=0.1317\ \mu{\rm F/cm^2}.
\end{equation}
The same quantities at three reverse biases are:
\begin{center}
\begin{tabular}{ccccc}
$V_R$ & $s$ & peak field & $W$ & $C$\\
V & $\mu$C/cm$^2$ & MV/cm & nm & $\mu$F/cm$^2$\\
0 & 0.126 & 0.122 & 78.7 & 0.1317\\
1 & 0.222 & 0.214 & 138.3 & 0.0749\\
3 & 0.340 & 0.328 & 212.1 & 0.0488
\end{tabular}
\end{center}
The capacitances come from imposing $s$, solving the nonlinear Poisson equation on a grid and differentiating $F$ twice. They agree with \eqref{Csemi} within 0.1\% at all three biases.

Q: Could I recover the inputs from those capacitances?

A: Yes, within this model. From 1 to 3 V, $1/C^2$ rises from $178.2$ to $419.2\ {\rm cm^4/\mu F^2}$, a slope of $120.5$ per volt. By \eqref{MS} the slope is $2/(\varepsilon eN)$, which returns $N=1.00\times10^{17}\ {\rm cm^{-3}}$. The line reaches zero at $V_R=1-178.2/120.5=-0.48$ V. Adding $kT/e$ to the magnitude gives $\psi_{\rm bi}=0.50$ V; the unrounded data give $0.5043$ V.

Q: A depleted region of 79 nm does not fit into the supercell of your first half. How do the two calculations meet?

A: They meet at a common displacement. An atomistic region of thickness $\ell\ll W$ changes $D$ by about the fraction $\ell/W$, because it contains little donor charge. Calculate that region at $D=-s$, a displacement that points from the semiconductor to the metal, and obtain any extra potential drop $\Delta(s)$ in that direction that the continuum omits. Then $V_R=\psi_0(s)+\Delta(s)-\psi_{\rm bi}$, and $d\Delta/ds$ is added to $1/C$. Field penetration over a rough metal screening length of $0.05$ nm would add $0.74\%$ to $1/C$ at zero bias, if that length is taken with the vacuum permittivity. The actual term has to be calculated: the metal's part of it is negative if its screening charge lies on the semiconductor side of the plane chosen as the interface. In the thin jellium contact the terminals, with their empty margins, gave the larger part of $1/C$; here the depletion region does.

Q: Which of your assumptions would a real contact break first?

A: The doping is suited to a Schottky diode. Low-resistance source and drain contacts are doped far more heavily, roughly $10^{20}\ {\rm cm^{-3}}$. There $N>N_c$, so the classical gas fails. The characteristic tunnelling energy grows as $\sqrt N$ and would rise from $0.15\,kT$, for the light electron mass, to about $5\,kT$. The separate Fermi levels are then hard to maintain. In the diode the uniform, fixed barrier is a more immediate concern, since interface states and lateral variations can change it. By \eqref{MS}, lowering the barrier by $0.05$ eV raises the zero-bias $C$ by a factor $\sqrt{0.478/0.428}=1.057$, or about 6\%.

Q: And the effects you left out at your own doping?

A: Leakage disturbs the measurement mainly near zero bias and at low frequency; in reverse bias the current grows only slowly, through image-force lowering and tunnelling near the barrier top (roughly three to seven times by 3 V), and its conductance falls to roughly 1 to 8\% of the zero-bias value. At zero bias and 1 MHz, with an effective Richardson constant of $110\ {\rm A\,cm^{-2}K^{-2}}$, the thermionic conductance is $0.56\%$ of the capacitive admittance. The ratio varies as the inverse frequency, so at 10 kHz it is 56\%. Image-force lowering is about $0.039$ eV. If $0.65$ eV is the barrier before this lowering, leakage rises by $e^{0.0387/0.02585}\simeq4.5$, to about $2.5\%$ at 1 MHz; a WKB estimate of tunnelling through the barrier top raises this to 3 to 4\%, depending on the mass.

At 3 V the peak field is 0.66 of a cautious breakdown field of $0.5$ MV/cm; the avalanche field of a planar junction at this doping is nearer $0.6$ to $0.7$ MV/cm, which puts the ratio at about 0.5. Field crowding at an unprotected edge would reduce that margin. About 4\% of the donors are neutral in the bulk; this moves the Fermi level by about $0.04\,kT$, or 1 meV. Degeneracy raises the bulk electron fugacity by $N/(2^{3/2}N_c)=0.13\%$ and the pressure by half as much; the figure printed in the output as a pressure correction is the one for the fugacity. The estimated hole density at the interface is $4\times10^{-6}$ of the donor density.

The mean donor spacing is $21.5$ nm, which is not very small beside $W$. The uniform donor charge is therefore an average over a large area, and local fluctuations are not sized here. At 400 K, with barrier, doping and permittivity held fixed and $N_c\propto T^{3/2}$, the zero-bias capacitance becomes $0.1429\ \mu{\rm F/cm^2}$, which is 8.5\% above its 300 K value. At that temperature, however, the zero-bias thermionic conductance is about $3.7$ times the capacitive admittance at 1 MHz, even without image-force lowering, so this capacitance could be measured only in reverse bias or at much higher frequency. The numerical output below lists the remaining digits.

\section*{Numbers as computed}
\begin{verbatim}
KOHN-SHAM TEST, T = 0, atomic units
density parameters r_s, left and right: 3.0, 4.0 bohr
slab width: 11.8 bohr; grid step: 0.2 bohr
polar layer width: 8.0 bohr
layer stiffness: 4.1888; quartic: 4.0e+06 a.u.
free charge sigma: 5.00e-04 e/bohr^2
bias at zero charge: 0.009386 hartree/e
bias from chemical potentials: 0.069355 hartree/e
bias from energy slope: 0.069359 hartree/e
1/C from energy curvature: 123.8228 a.u.
1/C from charge at set bias: 123.8222 a.u.
1/C from fixed-bias potential: 123.8217 a.u.
1/C with clamped ions: 192.7002 a.u.
ion relaxation term: 68.8789 a.u.
C relaxed: 1.6981 uF/cm^2
SILICIDE ON n-SILICON, rough typical inputs
temperature: 300 K; kT/e: 0.02585 V
barrier: 0.65 eV; relative permittivity: 11.7
donors: 1.0e+17 cm^-3; N_c: 2.8e+19 cm^-3
band edge above Fermi level: 0.1457 eV
built-in bending: 0.5043 V; Debye length: 12.93 nm
reverse bias 0.0 V: from energy slope 0.00002 V
  charge 0.1260 uC/cm^2; peak field 0.1217 MV/cm
  width 78.66 nm; C 0.13170 uF/cm^2
reverse bias 1.0 V: from energy slope 1.00005 V
  charge 0.2215 uC/cm^2; peak field 0.2139 MV/cm
  width 138.27 nm; C 0.07492 uF/cm^2
reverse bias 3.0 V: from energy slope 3.00012 V
  charge 0.3398 uC/cm^2; peak field 0.3280 MV/cm
  width 212.09 nm; C 0.04884 uF/cm^2
donors from 1/C^2: 1.0000e+17 cm^-3
built-in bending from 1/C^2: 0.5043 V
flat-band C from free energy: 0.8013 uF/cm^2
flat-band energy part / free-energy curvature: 0.5000
NEGLECTED EFFECTS, rough sizes
peak field at 3 V / rough breakdown (0.5 MV/cm): 0.66
image-force lowering at 0 V: 0.0387 eV
tunnelling energy/kT, masses 0.19 and 0.92: 0.152, 0.069
degeneracy correction to bulk pressure: 0.13 %
neutral donors in bulk, level 0.045 eV: 4.1 %
interface holes / donors: 3.8e-06
thermionic saturation current: 1.19e-04 A/cm^2
leakage / capacitive admittance, 0 V, 1 MHz: 0.56 %
metal screening (0.05 nm) relative to 1/C at 0 V: 0.74 %
mean donor spacing: 21.5 nm
C at 0 V and 400 K, same barrier: 0.14289 uF/cm^2
\end{verbatim}
